\section*{Emission Cross Section and Pump Threshold of Three- and Four-Level Lasers}

\section{Problem}

A laser rod contains \(N\) active centres per unit volume. The laser transition joins an upper level 2 to a lower level 1. The two levels have equal degeneracy, and their populations per unit volume are \(N_2\) and \(N_1\). Level 2 has total lifetime \(\tau\). It emits spontaneously on the laser line at the rate \(A\), which is smaller than \(1/\tau\) because level 2 also decays in other ways. The line is centred at \(\nu_0\) and has the normalized shape \(g(\nu)\), with \(\int g\,d\nu=1\). The medium is isotropic, with an index \(n\) that does not vary with frequency, and the centres are randomly oriented.

\begin{enumerate}
\item[(a)] Find the cross section \(\sigma(\nu)\) for stimulated emission in terms of \(A\), \(g(\nu)\), \(n\) and the vacuum wavelength \(\lambda=c/\nu\).
\item[(b)] The rod has length \(l\) and passive loss \(\alpha\) per unit length. Mirrors of reflectance \(R_1\) and \(R_2\) lie on its ends. Find the inversion \(\Delta N=N_2-N_1\) at which laser oscillation begins.
\item[(c)] Find the continuous pump rate needed at threshold in two cases. In the four-level scheme, level 1 lies above the ground level 0 and empties very quickly. In the three-level scheme, level 1 is itself the ground level. In both, the pump raises centres from the ground level to a level 3, which decays quickly and only to level 2.
\end{enumerate}

Use these round model parameters for both schemes: \(\lambda=1000\) nm, \(n=1.5\), a Lorentzian line of full width \(\Delta\nu=200\) GHz, \(\tau=1\) ms, \(A=500\ \mathrm{s^{-1}}\), \(N=10^{19}\ \mathrm{cm^{-3}}\), \(l=10\) cm, rod cross section \(1\ \mathrm{mm^2}\), \(R_1=1.00\), \(R_2=0.90\), \(\alpha=0.002\ \mathrm{cm^{-1}}\), and pump wavelength \(\lambda_p=800\) nm. The rod is pumped uniformly.

\section{A tempting solution}

Suppose that (a) and (b) have been done correctly. They give a threshold inversion \(\Delta N_{\rm th}=2.58\times10^{16}\ \mathrm{cm^{-3}}\), a value derived below. Part (c) then seems to need one line. The inversion is lost in the time \(\tau\) and is replaced by the pump, which makes \(R\) net excitations per unit volume and time:
\begin{equation}
\frac{d\,\Delta N}{dt}=R-\frac{\Delta N}{\tau}.
\label{eq:wrong}
\end{equation}
In the steady state \(R=\Delta N_{\rm th}/\tau=2.58\times10^{19}\ \mathrm{cm^{-3}\,s^{-1}}\). The cross section and the resonator are the same in both schemes, so \(\Delta N_{\rm th}\) is the same, and both lasers should start at the same absorbed pump power. For this rod that power is 0.64 W.

\section{Where it fails}

Switch the pump off in Eq.~\eqref{eq:wrong}. The inversion then relaxes to \(\Delta N=0\), which means \(N_1=N_2\). In an unpumped three-level medium, however, all centres are in level 1, so \(\Delta N=-N\). The equation has the wrong resting state.

The error is to treat a difference of two populations as if it were one population. What decays with lifetime \(\tau\) is \(N_2\):
\begin{equation}
\frac{dN_2}{dt}=R-\frac{N_2}{\tau}.
\label{eq:n2}
\end{equation}
In the three-level scheme level 3 is nearly empty, so \(N_1=N-N_2\) and
\begin{equation}
\Delta N=N_2-(N-N_2)=2N_2-N,\qquad N_2=\frac{N+\Delta N}{2}.
\label{eq:n2three}
\end{equation}
Differentiating the first relation and inserting Eq.~\eqref{eq:n2} gives
\begin{equation}
\frac{d\,\Delta N}{dt}=2\frac{dN_2}{dt}=2R-\frac{N+\Delta N}{\tau}.
\label{eq:right}
\end{equation}
Two things have changed. Each excitation raises \(\Delta N\) by two, since it removes a centre from level 1 and adds one to level 2. The decay term now contains \(N+\Delta N\), which is far larger than \(\Delta N\) here. Equation~\eqref{eq:wrong} is right when \(N_1\) is negligible, that is, for the ideal four-level scheme.

\section{Solution}

\subsection{(a) The cross section}

The derivation compares spontaneous and stimulated emission into one mode of the radiation field, and then counts the modes.

\paragraph{One mode.} Let a mode of frequency \(\nu\) within the line hold \(q\) photons. Per centre, let \(a\) be the rate of spontaneous emission into this mode, \(bq\) the rate of stimulated emission and \(b'q\) the rate of absorption. The coefficients belong to the centre and the mode, and are taken as independent of temperature. In thermal equilibrium emission into each mode balances absorption from it:
\begin{equation}
N_2(a+bq)=N_1b'q .
\end{equation}
With \(x=h\nu/kT\), the equilibrium values are \(N_2/N_1=e^{-x}\) and, on average, \(q=1/(e^x-1)\). The first uses the equal degeneracies and a line much narrower than \(kT/h\). Dividing the balance by \(N_1q\) and using \(1/q=e^x-1\),
\begin{equation}
e^{-x}\left[a(e^x-1)+b\right]=b'
\quad\Longrightarrow\quad
a+(b-a)e^{-x}=b'.
\end{equation}
This must hold at every temperature at which the line is narrow compared with \(kT/h\), hence over a continuous range of \(x\). The coefficient of \(e^{-x}\) therefore vanishes, and
\begin{equation}
b=a,\qquad b'=a .
\end{equation}
The stimulated rate into a mode is \(q\) times the spontaneous rate into the same mode, and absorption has the same strength per centre.

\paragraph{The number of modes.} Take a periodic box of side \(L\) and volume \(V=L^3\). The allowed wave vectors form a cubic lattice of spacing \(2\pi/L\), with two polarizations each. The number of modes with wave number below \(k\) is
\begin{equation}
2\,\frac{4\pi k^3/3}{(2\pi/L)^3}=\frac{Vk^3}{3\pi^2}
=\frac{8\pi n^3\nu^3}{3c^3}\,V ,
\end{equation}
where \(k=2\pi n\nu/c\) was inserted. Differentiating with respect to \(\nu\) and dividing by \(V\) gives the number of modes per unit volume and frequency,
\begin{equation}
p(\nu)=\frac{8\pi n^3\nu^2}{c^3}.
\end{equation}

\paragraph{Rate and flux.} The spontaneous rate into the interval \(d\nu\) is \(A\,g(\nu)\,d\nu\), shared among \(pV\,d\nu\) modes. The mean rate per mode is therefore
\begin{equation}
a=\frac{A\,g(\nu)}{pV}.
\end{equation}
This is a mean over all directions and polarizations of the mode for a fixed centre. Since only the relative orientation matters, it is also the mean over randomly oriented centres for a fixed mode, which is what a beam meets.

A beam of \(q\) photons in one mode has photon density \(q/V\) and speed \(c/n\), hence the photon flux \(F=qc/(nV)\). It causes stimulated emission at the rate \(qa\) per centre. The cross section is the rate divided by the flux:
\begin{equation}
\sigma=\frac{qa}{F}
=\frac{qAg}{pV}\,\frac{nV}{qc}
=\frac{nAg}{pc}
=\frac{nAg}{c}\,\frac{c^3}{8\pi n^3\nu^2}
=\frac{c^2Ag}{8\pi n^2\nu^2}.
\end{equation}
With \(\lambda=c/\nu\),
\begin{equation}
\boxed{\;\sigma(\nu)=\frac{\lambda^2A\,g(\nu)}{8\pi n^2}\;}
\label{eq:sigma}
\end{equation}
The volume and the photon number have cancelled, as they must. Since \(A\,g\) has no dimension, \(\sigma\) is an area. Because \(b'=a\), the absorption cross section is the same, to the accuracy of the narrow-line assumption. If the balance is written with \(N_2/N_1=e^{-h\nu_0/kT}\) and \(q\) taken at \(\nu\), the ratio of absorption to emission becomes \(e^{h(\nu-\nu_0)/kT}\). This is 1 at line centre and 1.016 at \(\nu-\nu_0=\Delta\nu/2\) for the line used below at 300 K.

Here \(A\) is the rate inside the medium and on the laser line. Putting \(1/\tau\) in its place would double \(\sigma\) in this example, because \(A\tau=0.5\). For centres all aligned in one direction the orientation average does not apply, and \(\sigma\) in general depends on the direction and polarization of the beam.

\paragraph{Numbers.} The Lorentzian is
\begin{equation}
g(\nu)=\frac{\Delta\nu/2\pi}{(\nu-\nu_0)^2+(\Delta\nu/2)^2},
\qquad g(\nu_0)=\frac{2}{\pi\,\Delta\nu}=3.183\times10^{-12}\ \mathrm{s}.
\end{equation}
At line centre
\begin{equation}
\sigma=\frac{(10^{-6}\,\mathrm{m})^2(500\,\mathrm{s^{-1}})(3.183\times10^{-12}\,\mathrm{s})}{8\pi(1.5)^2}
=2.81\times10^{-23}\ \mathrm{m^2}=2.81\times10^{-19}\ \mathrm{cm^2}.
\end{equation}

Equation~\eqref{eq:sigma} was tested against a model that does not use it: a dipole whose spontaneous rate is summed over the modes of a box, and whose stimulated rate follows from the driven motion of a two-level density matrix. The ratio of the model's cross section to the formula is 0.99995 at line centre and 1.00096 at \(\nu-\nu_0=\Delta\nu/2\). The excess in the second value has a simple origin. In the model a dipole of fixed strength in a field of amplitude \(E\) has a stimulated rate proportional to \(E^2\) times the Lorentzian. The photon flux is the intensity divided by \(h\nu\), so it is proportional to \(E^2/\nu\). The model's cross section is therefore \(\nu\) times the Lorentzian. Equation~\eqref{eq:sigma}, with \(A\) evaluated at \(\nu_0\) and a plain Lorentzian for \(g\), varies as \(\lambda^2\propto\nu^{-2}\) times the Lorentzian. The ratio of the two varies as \(\nu^3\), and indeed \(1.00096/0.99995=1.0010\). The factor is \((\nu/\nu_0)^3\approx1+3(100\ \mathrm{GHz})/(300\ \mathrm{THz})=1.0010\). The power 3 belongs to this model of the line. A classical damped oscillator gives about 1.0008 at the same point. Either factor is negligible for a line this narrow.

\subsection{(b) The threshold inversion}

In a slice of thickness \(dz\), stimulated emission adds \(N_2\sigma F\,dz\) to the flux, absorption by the centres removes \(N_1\sigma F\,dz\), and passive loss removes \(\alpha F\,dz\). Therefore
\begin{equation}
\frac{dF}{dz}=(\sigma\,\Delta N-\alpha)F .
\end{equation}
For a uniform inversion, one pass multiplies the flux by \(\exp[(\sigma\Delta N-\alpha)l]\). A round trip has two passes and two reflections. Oscillation begins when the flux returns unchanged:
\begin{equation}
R_1R_2\exp\left[2(\sigma\,\Delta N_{\rm th}-\alpha)l\right]=1 .
\end{equation}
Taking the logarithm and solving for the inversion,
\begin{equation}
\boxed{\;\Delta N_{\rm th}=\frac{1}{\sigma}\left[\alpha-\frac{\ln(R_1R_2)}{2l}\right]\;}
\label{eq:inv}
\end{equation}
The second term in the bracket is positive because \(R_1R_2<1\). It is the mirror loss spread over the length of the rod. Here
\begin{equation}
-\frac{\ln 0.90}{2(10\ \mathrm{cm})}=0.00527\ \mathrm{cm^{-1}},\qquad
\sigma\,\Delta N_{\rm th}=0.00200+0.00527=0.00727\ \mathrm{cm^{-1}},
\end{equation}
and division by \(\sigma=2.81\times10^{-19}\ \mathrm{cm^2}\) gives
\begin{equation}
\Delta N_{\rm th}=2.58\times10^{16}\ \mathrm{cm^{-3}},
\end{equation}
which is 0.258\,\% of \(N\).

The peak value of \(\sigma\) may be used because some resonator mode lies close to line centre. The mode spacing is \(c/(2nl)=1.0\) GHz, so the nearest mode is at most 0.5 GHz away. There the Lorentzian is lower than its peak by a fraction of about \((0.5/100)^2=2.5\times10^{-5}\).

\subsection{(c) The pump rates}

At threshold the laser field is still negligible, so stimulated emission on the laser line does not enter the populations. Level 3 decays only to level 2. In the steady state the net pump flow therefore all passes through level 2, and Eq.~\eqref{eq:n2} gives
\begin{equation}
R=\frac{N_2}{\tau}
\label{eq:flow}
\end{equation}
in both schemes. They differ in the \(N_2\) that a given inversion requires.

\paragraph{Four levels.} Level 1 is practically empty, so \(N_2=\Delta N_{\rm th}\) and
\begin{equation}
\boxed{\;R_{4}=\frac{\Delta N_{\rm th}}{\tau}\;}
=\frac{2.58\times10^{16}\ \mathrm{cm^{-3}}}{10^{-3}\ \mathrm{s}}
=2.58\times10^{19}\ \mathrm{cm^{-3}\,s^{-1}} .
\end{equation}
Let \(W\) be the pump rate per ground-level centre. With level 3 nearly empty, \(R=WN_0\), where \(N_0=N-\Delta N_{\rm th}\). Thus
\begin{equation}
W_4=\frac{\Delta N_{\rm th}}{\tau(N-\Delta N_{\rm th})}=2.59\ \mathrm{s^{-1}} .
\end{equation}

\paragraph{Three levels.} Equation~\eqref{eq:n2three} gives \(N_2=(N+\Delta N_{\rm th})/2\), so that
\begin{equation}
\boxed{\;R_{3}=\frac{N+\Delta N_{\rm th}}{2\tau}\;}
=\frac{1.00258\times10^{19}\ \mathrm{cm^{-3}}}{2\times10^{-3}\ \mathrm{s}}
=5.01\times10^{21}\ \mathrm{cm^{-3}\,s^{-1}} .
\end{equation}
The ground population is \(N_1=N-N_2=(N-\Delta N_{\rm th})/2\), and \(R=WN_1\) gives
\begin{equation}
W_3=\frac{N+\Delta N_{\rm th}}{\tau(N-\Delta N_{\rm th})}=1005\ \mathrm{s^{-1}} .
\end{equation}

\paragraph{Pump power.} Each excitation absorbs one pump photon of energy \(hc/\lambda_p=2.483\times10^{-19}\) J. The rod volume is \(0.1\ \mathrm{cm^3}\). The absorbed powers are
\begin{align}
P_4&=(2.58\times10^{19})(2.483\times10^{-19})(0.1)\ \mathrm{W}=0.64\ \mathrm{W},\\
P_3&=(5.01\times10^{21})(2.483\times10^{-19})(0.1)\ \mathrm{W}=124\ \mathrm{W}.
\end{align}
The tempting solution was right for four levels and too low by a factor of 194 for three. These are absorbed powers. A pump source must supply more if part of its light misses the rod or passes through it.

The formulas for \(R\) and \(W\) were tested against the steady state of the complete rate equations with finite relaxation rates. They agree within the test limit of one part in \(10^4\).

\section{Reading the result}

\paragraph{The cost of transparency.} The ratio of the two pump rates is
\begin{equation}
\frac{R_3}{R_4}=\frac{N+\Delta N_{\rm th}}{2\Delta N_{\rm th}}
=\frac{N}{2\Delta N_{\rm th}}+\frac12 .
\end{equation}
It is large because the inversion needed is a small part of \(N\). Write \(R_3=N/(2\tau)+\Delta N_{\rm th}/(2\tau)\). The first term holds half the centres in level 2, where the medium is just transparent at the laser line. The second produces the gain, and is only half of \(R_4\), since each excitation counts twice. Nearly all of the 124 W therefore goes into reaching transparency.

This changes the response to loss. If the total loss \(\sigma\Delta N_{\rm th}\) is doubled, \(R_4\) doubles, but \(R_3\) grows by a factor of only 1.0026. A lower total loss lowers the four-level pump rate in proportion and barely helps this three-level laser. Better mirrors reduce only the mirror part of that loss, here 0.00527 of 0.00727 \(\mathrm{cm^{-1}}\). In the opposite limit, \(\Delta N_{\rm th}\to N\), the ratio tends to 1. Both schemes then need nearly every centre in level 2, and both values of \(W\) diverge. The formulas for \(W\) fail before that point, once \(W\) is no longer small compared with the decay rate of level 3. For \(\Delta N_{\rm th}>N\) there is no threshold at all.

\paragraph{Lifetime and branching.} Inserting Eqs.~\eqref{eq:sigma} and \eqref{eq:inv} into \(R_4\) gives
\begin{equation}
R_4=\frac{8\pi n^2}{\lambda^2g(\nu_0)}\,\frac{1}{A\tau}
\left[\alpha-\frac{\ln(R_1R_2)}{2l}\right].
\end{equation}
The four-level threshold depends on the fraction \(A\tau\) of decays that go into the laser line, not on \(\tau\) separately. A longer lifetime at fixed \(A\tau\) and fixed line shape stores centres for longer but lowers \(\sigma\) equally. The inversion \(\Delta N_{\rm th}\) then grows in proportion to \(\tau\), so the statement holds only while \(\Delta N_{\rm th}<N\), which for this rod means \(\tau\) below about 0.39 s. For three levels with \(\Delta N_{\rm th}\ll N\), \(R_3\approx N/(2\tau)\), and a long lifetime is a direct gain.

\paragraph{Uniform pumping.} An unpumped three-level medium absorbs the laser light with coefficient \(\sigma N=2.81\ \mathrm{cm^{-1}}\). The whole loss per pass is \(0.00727\times10=0.073\). An unpumped piece of rod only \(0.073/2.81=0.026\) cm long would absorb as much. An unpumped piece of the ideal four-level medium has an empty level 1 and adds no such absorption.

\paragraph{A lower level that empties slowly.} Let level 1 of the four-level scheme have lifetime \(\tau_1\), and let it be filled by the laser line alone, while the other decays of level 2 lead to the ground level. Its steady state requires \(N_1/\tau_1=AN_2\), so \(N_1=A\tau_1N_2\) and
\begin{equation}
\Delta N=(1-A\tau_1)N_2 .
\end{equation}
Levels 1 and 2 together hold \((1+A\tau_1)N_2\) centres per unit volume, which must be less than \(N\). A threshold therefore exists only if \(A\tau_1<1\) and \(\Delta N_{\rm th}<N(1-A\tau_1)/(1+A\tau_1)\). For this rod the second condition fails only when \(A\tau_1\) is above about 0.995. When both hold, Eq.~\eqref{eq:flow} gives
\begin{equation}
R_4=\frac{\Delta N_{\rm th}}{\tau(1-A\tau_1)} .
\end{equation}
For \(\tau_1=0.4\) ms, \(A\tau_1=0.2\), and the pump rate rises by \(1/0.8=1.25\) to \(3.23\times10^{19}\ \mathrm{cm^{-3}\,s^{-1}}\).

For \(A\tau_1\ge1\) no pump rate gives a steady inversion. With \(\tau_1=2.5\) ms, \(A\tau_1=1.25\) and \(\Delta N=-0.25N_2\), so stronger pumping makes \(\Delta N\) more negative. The numerical output agrees: the largest value found in a scan over pump rates is still negative. A pulse is different. If \(R\) is switched on at \(t=0\), then at first \(N_2\approx Rt\) and \(N_1\approx ARt^2/2\), so the medium is inverted at first. For \(A\tau_1>1\) the inversion ends when \(N_1\) catches up with \(N_2\). For \(\tau_1=2.5\) ms and a constant \(R\) that leaves the ground level nearly full, the two rate equations give this time as 5.2 ms, about five times \(\tau\).

\paragraph{Thermal population.} Level 1 must also be nearly empty without pumping. Its thermal population, about \(Ne^{-E_1/kT}\) for a level at height \(E_1\) with the degeneracy of the ground level, must be far below \(\Delta N_{\rm th}=0.00258\,N\). Since \(\ln(1/0.00258)\approx6\), \(E_1\) must exceed \(6kT\) by a clear margin. With \(N_2=\Delta N_{\rm th}+N_1\), the rate \(R_4\) rises by a factor of 1.95 for \(E_1=6kT\), 1.13 for \(8kT\) and 1.018 for \(10kT\). The wavelengths used here allow at most \(E_1=hc(1/\lambda_p-1/\lambda)\), or \(2500\ \mathrm{cm^{-1}}\), about \(12kT\) at 300 K, where the factor is still 1.002. The ideal four-level values above are therefore lower bounds. Otherwise the laser moves towards three-level behaviour, and part of the pump power again goes into reaching transparency.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Laser wavelength: 1000 nm
Refractive index: 1.50
Line full width: 200 GHz
Upper-level lifetime tau: 1.00 ms
Spontaneous rate A on laser line: 500 s^-1
Density of centres N: 1.000e+19 cm^-3
Rod length: 10.0 cm
Rod cross section: 1.00 mm^2
Rod volume: 0.100 cm^3
Mirror reflectances: 1.00 and 0.90
Internal loss alpha: 0.0020 cm^-1
Pump wavelength: 800 nm
Resonator mode spacing: 0.999 GHz
Peak line shape g(nu0): 3.1831e-12 s
Peak cross section sigma: 2.8145e-19 cm^2
Peak cross section sigma: 2.8145e-23 m^2
Sigma at half width off centre: 1.4063e-19 cm^2
Mode density, counted/formula: 1.00003
Sigma, dynamics/formula, line centre: 0.99995
Sigma, dynamics/formula, half width off: 1.00096
Mirror loss per length: 0.00527 cm^-1
Threshold gain coefficient: 0.00727 cm^-1
Threshold inversion, formula: 2.5824e+16 cm^-3
Threshold inversion, traced beam: 2.5824e+16 cm^-3
Threshold inversion / N: 0.2582 %
Unpumped three-level absorption: 2.8145 cm^-1
Four-level W, formula: 2.5891 s^-1
Four-level W, rate matrix: 2.5891 s^-1
Three-level W, formula: 1005.18 s^-1
Three-level W, rate matrix: 1005.19 s^-1
Four-level R: 2.5824e+19 cm^-3 s^-1
Three-level R: 5.0129e+21 cm^-3 s^-1
Ratio R3/R4: 194.1
Pump photon energy: 2.4831e-19 J
Four-level absorbed power density: 6.412 W/cm^3
Three-level absorbed power density: 1244.7 W/cm^3
Four-level absorbed power in rod: 0.6412 W
Three-level absorbed power in rod: 124.47 W
Doubled total loss, factor on R4: 2.0000
Doubled total loss, factor on R3: 1.0026
Slow lower level, lifetime: 0.40 ms
Slow lower level, A*tau1: 0.200
Slow lower level, R4: 3.2280e+19 cm^-3 s^-1
Slow lower level, factor on R4: 1.2500
Blocked lower level, lifetime: 2.50 ms
Blocked lower level, A*tau1: 1.250
Blocked case, largest inversion/N in scan: -2.500e-06
\end{verbatim}
